\section*{Comment: why the L3:L2 ratio departs from 2:1 in Ca, Sc and Ti ions}

\section*{The argument under review}

The argument runs as follows. The $2p_{3/2}$ level holds four electrons and the $2p_{1/2}$ level two, so the $L_3$ and $L_2$ absorption strengths stand as $2:1$. The core hole attracts the excited electron, but it does so at both edges. In Ca, Sc and Ti the two peaks are separated by roughly the $2p$ spin-orbit splitting, so the edges are independent and a ratio other than $2$ must come from something outside the core-valence interaction.

The count of electrons is right, and so is the remark about the common attraction. The inference from peak separation to independence is wrong. I examine it for a filled $2p$ shell and an empty $d$ shell, $2p^6d^0\to2p^5d^1$, as in free Ca$^{2+}$, Sc$^{3+}$ and Ti$^{4+}$. Strengths are squared dipole matrix elements, without the photon-energy factor of the cross section. Both edges share one $2p$ radial function, and the $d$ spin-orbit coupling is at first neglected. ``$L_2$'' denotes the highest dipole-allowed line and ``$L_3$'' all lower ones; $R$ is the ratio of their strengths.

\section*{What the count of electrons assumes}

Let $\mathbf l_h,\mathbf s_h$ be the orbital and spin angular momenta of the $p^5$ shell. Removing an electron reverses the sign of its spin-orbit energy, so
\begin{equation}
h=-\zeta\,\mathbf l_h\cdot\mathbf s_h
\end{equation}
has the value $-\zeta/2$ for a $2p_{3/2}$ hole and $+\zeta$ for a $2p_{1/2}$ hole. The splitting is $\Delta=3\zeta/2$.

The dipole operator does not act on spin. From the closed-shell ground state it creates the singlet $|{}^1P\rangle$. Let $w$ be the weight of this state on $2p_{3/2}$ holes. The expectation value of the vector $\mathbf s_h$ vanishes in a spin singlet, hence $\langle h\rangle=0$:
\begin{equation}
-\tfrac12 w+(1-w)=0\quad\Rightarrow\quad w=\tfrac23 .
\end{equation}
With $|B_3\rangle,|B_2\rangle$ the normalized projections of the dipole state on the two hole levels,
\begin{equation}
|{}^1P\rangle=\sqrt{\tfrac23}\,|B_3\rangle+\sqrt{\tfrac13}\,|B_2\rangle .
\end{equation}
If $B_3$ and $B_2$ belong to separate edges, $R=2$. The count thus rests on the absence of a matrix element between the edges, and that is what has to be examined.

\section*{The matrix element between the edges}

\paragraph{The partner state.} Since $B_3$ and $B_2$ are eigenstates of $h$, the spin-orbit coupling connects $^1P$ only to
\begin{equation}
|T\rangle=\sqrt{\tfrac13}\,|B_3\rangle-\sqrt{\tfrac23}\,|B_2\rangle .
\end{equation}
This is a spin triplet, because a spin vector acting on a singlet gives triplets: $s_{h,i}|S\rangle=\frac12|t_i\rangle$ with orthonormal $|t_i\rangle$. Thus
\begin{equation}
h|{}^1P\rangle=-\frac{\zeta}{2}\sum_i l_{h,i}|L{=}1\rangle|t_i\rangle,
\qquad
\|h|{}^1P\rangle\|^2=\frac{\zeta^2}{4}\,l_h(l_h+1)=\frac{\zeta^2}{2}.
\end{equation}
A vector operator acting on $L=1$ gives $L=0,1,2$, and $p$ with $d$ allows $L=1,2,3$, so $T$ contains $^3P$ and $^3D$. Within $L=1$, $\mathbf l_h$ acts as $g\mathbf L$. From $\mathbf l_d=\mathbf L-\mathbf l_h$,
\begin{equation}
\mathbf l_h\cdot\mathbf L=\tfrac12(2+2-6)=-1,\qquad g=\frac{-1}{L(L+1)}=-\tfrac12 .
\end{equation}
The $^3P$ part has squared norm $\frac{\zeta^2}{4}g^2\cdot2=\zeta^2/8$, one quarter of the total. So, up to phases, $T=\frac12\,{}^3P+\frac{\sqrt3}{2}\,{}^3D$.

\paragraph{Direct Coulomb term.} The electron-hole attraction is $-F^0-F^2f_L$, where $f_L$ is the expectation value of the scalar product of the two quadrupole operators. A quadrupole is even under time reversal, so the hole may be treated like a $p$ electron apart from the overall minus sign. The averages of $(3\cos^2\theta-1)/2$ are $\frac25,-\frac15$ for $p$ with $|m|=0,1$ and $\frac27,\frac17,-\frac27$ for $d$ with $|m|=0,1,2$. Sums of diagonal elements at fixed $M$ give
\begin{align}
M=3:&\quad f_3=\left(-\tfrac15\right)\left(-\tfrac27\right)=\tfrac{2}{35},\\
M=2:&\quad f_3+f_2=-\tfrac1{35}-\tfrac4{35}\ \Rightarrow\ f_2=-\tfrac15,\\
M=1:&\quad f_3+f_2+f_1=-\tfrac2{35}+\tfrac2{35}+\tfrac2{35}\ \Rightarrow\ f_1=\tfrac15 .
\end{align}

\paragraph{Exchange term.} This is the Coulomb interaction between $p\to d$ transition densities. The two spin directions add in the singlet, giving a factor 2, and cancel in the triplets. For $L=1$ the transition density is a pure dipole, so only $G^1$ enters; $G^3$ belongs to $L=3$. The angular factor is the total squared dipole element:
\begin{equation}
2G^1\sum_m|\langle 2m|\cos\theta|1m\rangle|^2
=2G^1\sum_{m=-1}^{1}\frac{4-m^2}{15}
=2G^1\,\frac{3+4+3}{15}=\tfrac43G^1 .
\end{equation}

Relative to the common shift $-F^0$, therefore,
\begin{equation}
E({}^1P)=-\tfrac15F^2+\tfrac43G^1,\quad
E({}^3P)=-\tfrac15F^2,\quad E({}^3D)=\tfrac15F^2 ,
\end{equation}
and $E(T)=\frac14\left(-\frac15F^2\right)+\frac34\left(\frac15F^2\right)=\frac1{10}F^2$. The Coulomb interaction conserves spin and does not connect $^1P$ with $T$. In the two-state space it is a constant plus $\kappa|{}^1P\rangle\langle{}^1P|$, with
\begin{equation}
\kappa=E({}^1P)-E(T)=\tfrac43G^1-\tfrac3{10}F^2 .
\end{equation}
In the basis $(B_3,B_2)$, measured from the $B_3$ energy at $\kappa=0$,
\begin{equation}
H=\begin{pmatrix}\frac23\kappa&\frac{\sqrt2}{3}\kappa\\[2pt]\frac{\sqrt2}{3}\kappa&\Delta+\frac13\kappa\end{pmatrix}.
\end{equation}
The attraction $F^0$ has dropped out, as the argument under review says. The off-diagonal element has not.

\section*{The ratio in the two-channel model}

The trace of $H$ is $\Delta+\kappa$ and its determinant is
$\frac23\kappa\left(\Delta+\frac13\kappa\right)-\frac29\kappa^2=\frac23\kappa\Delta$. Hence $E_\pm=\frac12(\Delta+\kappa\pm W)$ with
\begin{equation}
W^2=(\Delta+\kappa)^2-\tfrac83\kappa\Delta
=\left(\kappa-\tfrac13\Delta\right)^2+\tfrac89\Delta^2 .
\end{equation}
Because $\partial H/\partial\kappa=|{}^1P\rangle\langle{}^1P|$, the strength of the upper line is the derivative of its energy:
\begin{equation}
I_+=\frac{\partial E_+}{\partial\kappa}
=\frac12\left(1+\frac{\kappa-\Delta/3}{W}\right),\qquad I_-=1-I_+ ,
\end{equation}
so that
\begin{equation}
R=\frac{I_-}{I_+}=\frac{W-\kappa+\Delta/3}{W+\kappa-\Delta/3}.
\label{eq:R}
\end{equation}

A further derivative gives $\partial I_+/\partial\kappa=4\Delta^2/(9W^3)>0$. Within this model $R$ therefore falls steadily as $\kappa$ rises: it exceeds $2$ for negative $\kappa$ and lies below $2$ for positive $\kappa$. Exchange moves strength to $L_2$; the quadrupole attraction moves it to $L_3$.

For small coupling $I_+\simeq\frac13+\frac{4\kappa}{9\Delta}$. With $R=1/I_+-1$ and $d(1/I_+)=-9\,dI_+$ at $I_+=\frac13$,
\begin{equation}
R\simeq2-\frac{4\kappa}{\Delta}.
\end{equation}
The factor 4 makes the ratio sensitive to weak coupling. Equal edges, $R=1$, need only $\kappa=\Delta/3$. In the opposite limit, $\kappa\gg\Delta$, $R\to2\Delta^2/(9\kappa^2)$: the spectrum tends to a single singlet line.

The peak separation is a poor witness. Since $W^2-\Delta^2=\kappa\left(\kappa-\frac23\Delta\right)$, at $\kappa=\frac23\Delta$ the peaks stand at precisely the bare splitting, while (\ref{eq:R}) gives $R=\left(1-\frac13\right)/\left(1+\frac13\right)=\frac12$.

\section*{Numbers for the free ions}

The orbitals come from spherical, spin-restricted, exchange-only local-density calculations for $2p^53d^1$, with fractional occupation of the open shells. The spin-orbit constant is the Pauli value $\zeta=\frac12\alpha^2\langle r^{-1}dV/dr\rangle$ in atomic units. The last digits quoted are not converged in the radial basis: in the basis-set limit $F^2$, $G^1$ and $\Delta$ of Ca$^{2+}$, Sc$^{3+}$ and Ti$^{4+}$ move by up to about $0.001$ eV and $\Delta$ of Zr$^{4+}$ by $0.04$ eV, while $R$ changes by at most $0.001$. For Ti$^{4+}$, $F^2=6.503$, $G^1=4.932$ and $\Delta=5.938$ eV, so
\begin{align}
\kappa&=\tfrac43(4.932)-0.3(6.503)\simeq4.63\ \text{eV},\\
W&=\sqrt{(4.626-1.979)^2+\tfrac89(5.938)^2}\simeq6.19\ \text{eV},\\
R&=\frac{6.192-4.626+1.979}{6.192+4.626-1.979}\simeq0.40 .
\end{align}
The two-channel separation differs from $\Delta$ by only $0.25$ eV, yet the ratio is five times smaller than $2$. In Ca$^{2+}$ the two-channel model gives $W=3.80$ against $\Delta=3.83$ eV, with $R=0.53$. With the third $J=1$ state introduced below, the two strong lines lie $5.99$ eV apart in Ti$^{4+}$ and $3.69$ eV apart in Ca$^{2+}$, still within $4\%$ of $\Delta$.

In the two-channel model the upper Ti$^{4+}$ line still has $85.5\%$ $2p_{1/2}$-hole character. Its strength is large because amplitudes add before they are squared. For $\kappa>0$ the two components of the upper state have the same sign:
\begin{equation}
I_+=\left(\sqrt{\tfrac{0.855}{3}}+\sqrt{\tfrac{2(0.145)}{3}}\right)^2
\simeq(0.534+0.311)^2\simeq0.71 .
\end{equation}
The squares alone give $0.38$; the interference term supplies the other $0.33$. A line can thus be mostly $L_2$ in character and far from statistical in strength.

From Ca$^{2+}$ to Ti$^{4+}$, $\Delta$ grows by a factor $1.55$ and $\kappa$ by $1.88$. Hence $\kappa/\Delta$ rises from $0.64$ to $0.78$, and $R$ moves further from $2$ along this ion series. The trend is robust, but the values depend on the orbital model. Configuration-average Hartree-Fock orbitals, which have no $3d$ self-interaction, give $\kappa/\Delta=0.59$ and $0.73$, and two-channel ratios $0.59$ and $0.44$, for Ca$^{2+}$ and Ti$^{4+}$. Reducing $F^2$ and $G^1$ to $80\%$, a common allowance for correlation, raises the Ti$^{4+}$ ratio with all three $J=1$ states from $0.42$ to $0.57$.

\section*{What two channels omit, and what causes the effect}

There are three $J=1$ states. The third, $N=\frac{\sqrt3}{2}\,{}^3P-\frac12\,{}^3D$, is orthogonal to both bright states. A $2p_{1/2}$ hole can form $J=1$ only with $d_{3/2}$, and $B_2$ already uses that state, so $N$ has a $2p_{3/2}$ hole. It couples to $T$ through
\begin{equation}
\langle N|H|T\rangle=\tfrac{\sqrt3}{4}\left[E({}^3P)-E({}^3D)\right]=-\tfrac{\sqrt3}{10}F^2 ,
\end{equation}
about $1.1$ eV in magnitude for Ti$^{4+}$. Diagonalizing all 60 determinants of $p^5d^1$, with separately evaluated two-electron integrals, includes this coupling. It gives strengths $0.007$, $0.291$ and $0.702$, hence $R=0.42$ instead of $0.40$. Restoring the $3d$ spin-orbit coupling lowers this by only about $0.01$. The two-channel model carries the main effect.

The same 60-state calculation isolates the cause. When only the Coulomb and exchange elements between the $2p_{3/2}$ and $2p_{1/2}$ manifolds are deleted, $R$ returns to $2.000$ for each ion. This must be so: without those elements the dipole weights $\frac23$ and $\frac13$ cannot leave their manifolds, and in these ions the $2p_{1/2}$ line remains the highest. For Ti$^{4+}$ the direct term alone gives $R=4.0$ and exchange alone $0.22$. The two terms thus act in opposite directions: exchange lowers the ratio, and the direct term raises it.

\section*{Where the statistical ratio is recovered}

Zr$^{4+}$, excited to $2p^54d^1$, provides the contrast. Compared with Ti$^{4+}$, $\Delta$ is 14 times larger, $83.3$ eV, and $\kappa$ about three times smaller, $1.45$ eV. The small-coupling formula gives
\begin{equation}
R\simeq2-4\times\frac{1.450}{83.329}\simeq1.93 ,
\end{equation}
which agrees with the 60-state value. The Pauli splitting of the one-electron ion with $Z=40$ is $5.4\%$ below its Dirac value ($1.6\%$ for $Z=22$). An error of that size in $\Delta$ would alter the small deviation $0.07$ by only about $0.004$. The value $1.93$ is nevertheless the effect of edge mixing alone: the omitted effects are as large or larger. With Dirac $2p$ functions in the same potential, the squared radial dipole element is about $8\%$ larger for $2p_{3/2}$ than for $2p_{1/2}$, which takes $R$ to about $2.09$; the photon-energy factor, about $0.96$, returns it to about $2.01$. For Ti$^{4+}$ the Dirac splitting and radial functions together shift the three-state ratio only from $0.42$ to $0.45$.

\section*{Scope of the correction}

The free-ion ratios do not predict those of Ca, Sc and Ti metals. There the $d$ states are partly occupied, hybridized and screened; the ground state need not be a closed-shell singlet, and the dipole state need not be a single $^1P$. Correlation, configuration mixing and scalar relativistic changes of the orbitals are also left out. Within the two-channel model, a reduced $\kappa$ at fixed $\Delta$ raises $R$: for the Ti$^{4+}$ splitting, $R=1$ corresponds to $\kappa\simeq1.98$ eV, about $43\%$ of the free-ion value. Whether screening produces such a reduction in the metal is not settled here.

The inference of independent edges from the peak separation should be withdrawn, and for the free $d^0$ ions of Ca, Sc and Ti the edges are strongly mixed. Within the two-channel model, the condition for a nearly statistical ratio is $4|\kappa|/\Delta\ll2$, not the presence of two resolved peaks. If $\kappa$ vanishes only because its two terms cancel, the direct term still couples $B_2$ to $N$. Since $N$ carries no dipole strength, for small $F^2/\Delta$ this changes $R$ only in second order in that quantity. The numerical output lists the values for all four ions.

\section*{Computed results}
\begin{verbatim}
Two-channel model, ratio R = L3/L2 (dimensionless)
  kappa/Delta = -0.100: R = 2.434
  kappa/Delta =  0.000: R = 2.000
  kappa/Delta =  0.100: R = 1.632
  kappa/Delta =  0.333: R = 1.000
  kappa/Delta =  0.500: R = 0.703
  kappa/Delta =  1.000: R = 0.268
Pauli 2p splitting error, one-electron Z=22: -1.6 %
Pauli 2p splitting error, one-electron Z=40: -5.4 %
Ca2+ ground-state 2p level, radial solver: -347.59 eV
Ca2+ ground-state 2p level, pyscf: -347.64 eV
Ca2+: zeta(2p) = 2.551 eV, Delta = 3.827 eV, zeta(d) = 0.015 eV
  F0 = 23.24 eV, F2 = 3.927 eV, G1 = 2.727 eV
  kappa = 2.458 eV, kappa/Delta = 0.642, edge-mixing element = 1.159 eV
  two-channel lines above bare L3: 1.244 eV and 5.041 eV, separation W = 3.797 eV
  two-channel strengths: L3 0.344, L2 0.656; 2p1/2-hole share of upper line 0.896
  60-state strengths, rising energy: 0.0082, 0.3487, 0.6431
  R: two-channel 0.525, 60-state 0.555, 60-state with d spin-orbit 0.548
  60-state R: direct only 3.837, exchange only 0.292, edge mixing deleted 2.000
Sc3+: zeta(2p) = 3.197 eV, Delta = 4.795 eV, zeta(d) = 0.026 eV
  F0 = 27.71 eV, F2 = 5.268 eV, G1 = 3.849 eV
  kappa = 3.551 eV, kappa/Delta = 0.741, edge-mixing element = 1.674 eV
  two-channel lines above bare L3: 1.711 eV and 6.636 eV, separation W = 4.925 eV
  two-channel strengths: L3 0.302, L2 0.698; 2p1/2-hole share of upper line 0.867
  60-state strengths, rising energy: 0.0071, 0.3069, 0.6860
  R: two-channel 0.432, 60-state 0.458, 60-state with d spin-orbit 0.450
  60-state R: direct only 4.019, exchange only 0.238, edge mixing deleted 2.000
Ti4+: zeta(2p) = 3.959 eV, Delta = 5.938 eV, zeta(d) = 0.040 eV
  F0 = 31.60 eV, F2 = 6.503 eV, G1 = 4.932 eV
  kappa = 4.626 eV, kappa/Delta = 0.779, edge-mixing element = 2.180 eV
  two-channel lines above bare L3: 2.186 eV and 8.378 eV, separation W = 6.192 eV
  two-channel strengths: L3 0.286, L2 0.714; 2p1/2-hole share of upper line 0.855
  60-state strengths, rising energy: 0.0066, 0.2912, 0.7022
  R: two-channel 0.401, 60-state 0.424, 60-state with d spin-orbit 0.415
  60-state R: direct only 4.011, exchange only 0.224, edge mixing deleted 2.000
Zr4+: zeta(2p) = 55.553 eV, Delta = 83.329 eV, zeta(d) = 0.108 eV
  F0 = 22.11 eV, F2 = 1.782 eV, G1 = 1.488 eV
  kappa = 1.450 eV, kappa/Delta = 0.017, edge-mixing element = 0.683 eV
  two-channel lines above bare L3: 0.961 eV and 83.818 eV, separation W = 82.857 eV
  two-channel strengths: L3 0.659, L2 0.341; 2p1/2-hole share of upper line 1.000
  60-state strengths, rising energy: 0.0113, 0.6476, 0.3411
  R: two-channel 1.931, 60-state 1.931, 60-state with d spin-orbit 1.931
  60-state R: direct only 2.026, exchange only 1.907, edge mixing deleted 2.000
\end{verbatim}
